# How much does spectrum folding shrink relative eigenvalue separation?

**Question.** A single-particle Hamiltonian $H$, with its potential already fixed, has a spectrum 300 eV wide. Two neighbouring states near a band edge lie 0.1 eV and 0.3 eV from a chosen reference energy. To reach the nearer one without computing all the states below it, $H$ is replaced by the folded operator $(H-E_{\rm ref})^2$, whose lowest state is the one wanted. How much smaller does the separation of the two eigenvalues become, relative to the full spectral range, and what does that do to the work of an iterative eigensolver?

**Answer.**

## What is being compared

Let $H\psi_i=E_i\psi_i$ and let $E_{\rm ref}$ be a real number. Then

$$F=(H-E_{\rm ref})^2,\qquad F\psi_i=(E_i-E_{\rm ref})^2\psi_i ,$$

because each factor $H-E_{\rm ref}$ multiplies $\psi_i$ by $E_i-E_{\rm ref}$. The eigenvectors of $H$ are kept, and the state nearest the reference acquires the lowest eigenvalue. An interior eigenvalue problem has become a minimization.

I write $d_1=0.1$ eV and $d_2=0.3$ eV for the two distances and assume that

- both states lie on the same side of $E_{\rm ref}$;
- no other state lies closer to $E_{\rm ref}$ than $d_2$.

The relative separation $\xi$ is the gap between the target and the next state, divided by the distance between the extreme eigenvalues of the operator in use.

## The estimate

For $H$ itself, with spectral width $W=300$ eV,

$$\xi_H=\frac{d_2-d_1}{W}=\frac{0.2}{300}=6.7\times10^{-4}.$$

For $F$ the gap is the difference of two squares,

$$d_2^2-d_1^2=0.09-0.01=0.08\ \text{eV}^2 .$$

The largest eigenvalue of $F$ belongs to the end of the spectrum farther from the reference. Call that distance $D$. The range of $F$ is $D^2-d_1^2$, and $d_1^2$ is negligible beside $D^2$. If the reference lies close to one end of the spectrum, $D\approx W$ and

$$\xi_F\approx\frac{d_2^2-d_1^2}{W^2}=\frac{0.08}{90000}=8.9\times10^{-7}.$$

The relative separation therefore falls from about $7\times10^{-4}$ to about $9\times10^{-7}$. Factoring the difference of squares shows where the loss comes from:

$$\frac{\xi_F}{\xi_H}=\frac{(d_2-d_1)(d_2+d_1)}{W^2}\,\frac{W}{d_2-d_1}=\frac{d_1+d_2}{W}=\frac{0.4}{300}=1.3\times10^{-3}.$$

The parabola $(E-E_{\rm ref})^2$ has slope $2(E-E_{\rm ref})$. Between the two states its mean slope is $d_1+d_2=0.4$ eV; over the whole spectrum it is about $W=300$ eV. Folding compresses the region of interest relative to the rest by the ratio of these slopes.

## Two conditions behind the number

**Position of the reference in the spectrum.** The farther end is at least half the width away and at most the full width, so $W/2\le D\le W$. A reference at the centre gives $D=150$ eV and $\xi_F=0.08/22500=3.6\times10^{-6}$, four times the estimate above. In a plane-wave calculation the occupied bands fill a narrow strip at the bottom and most of the range is kinetic energy of empty states, so a reference near the band gap does lie close to the lower end.

**Same side or opposite sides.** If the states lie at $-0.1$ and $+0.3$ eV from the reference, their direct gap is 0.4 eV and $\xi_H=1.3\times10^{-3}$, while the squares, and hence $\xi_F$, are unchanged. If they lie at equal distances on opposite sides, their folded eigenvalues coincide. $F$ then cannot distinguish them, and a minimization may return any mixture of the two.

## From separation to number of steps

An iterative solver that only multiplies vectors by an operator $A$ builds polynomials in $A$. Let $A$ have eigenvalues $\lambda_1<\lambda_2\le\dots\le\lambda_{\max}$, with $\lambda_1$ the target. The linear map

$$x(\lambda)=\frac{\lambda_{\max}+\lambda_2-2\lambda}{\lambda_{\max}-\lambda_2}$$

sends every unwanted eigenvalue into $[-1,1]$. For the target, writing the numerator as $(\lambda_{\max}-\lambda_2)+2(\lambda_2-\lambda_1)$ gives

$$x(\lambda_1)=1+2g,\qquad g=\frac{\lambda_2-\lambda_1}{\lambda_{\max}-\lambda_2}.$$

The gap ratio $g$ differs from $\xi$ only by leaving the gap itself out of the denominator, so $g\approx\xi$ when both are small.

**Repeated multiplication.** The simplest polynomial is $x^m$. Unwanted amplitudes do not grow, and the target grows as $(1+2g)^m\approx e^{2gm}$. In the worst case, where the unwanted part does not shrink at all, reducing it by a factor $\varepsilon$ relative to the target takes

$$m\approx\frac{\ln(1/\varepsilon)}{2g}.$$

For $\varepsilon=10^{-4}$ the logarithm is 9.21. The headline separations give about $6.9\times10^3$ steps for $H$ and $5.2\times10^6$ for $F$. The full factor $W/(d_1+d_2)=750$ appears in the number of steps. Each folded step applies $H$ twice, so the applications of $H$ rise by 1500.

**Chebyshev iteration.** The Chebyshev polynomial $T_m$ also stays within $\pm1$ on $[-1,1]$ but grows faster outside, as $T_m(x)=\cosh(m\theta)$ with $\cosh\theta=x$. At the target $\cosh\theta=1+2g$. Since $\cosh\theta-1=2\sinh^2(\theta/2)$, this means $\sinh(\theta/2)=\sqrt g$, hence $\theta\approx2\sqrt g$ for small $g$. Once $m\theta$ is well above one, $\cosh(m\theta)\approx\tfrac12e^{m\theta}$. Setting this equal to $1/\varepsilon$ gives

$$m\approx\frac{\ln(2/\varepsilon)}{2\sqrt g}.$$

The number of steps now follows the inverse square root of the separation, so folding multiplies it by

$$\sqrt{\frac{\xi_H}{\xi_F}}=\sqrt{\frac{W}{d_1+d_2}}=\sqrt{750}=27.4 .$$

Each folded step applies $H$ twice, so the cost in applications of $H$ rises by about 55.

The Lanczos method minimizes the mean value of $A$ over all vectors that polynomials of the same degree can produce from the same start. In exact arithmetic the mean value it reaches is therefore no higher than that of the Chebyshev vector. It also ends after at most as many steps as the basis has functions, so the Chebyshev counts found below for a small model are not Lanczos counts.

## A model with a real band gap

The estimate can be tried on a Hamiltonian whose levels are not put in by hand. Take an electron in a one-dimensional crystal of 62 cells between hard walls, with potential $2v\cos(2\pi x/a)$. The cell length $a=0.177$ nm makes the kinetic energy at the first band edge 12 eV. The basis is 310 sine functions, up to a kinetic energy of $12\times(310/62)^2=300$ eV. The value $v=1.013$ eV is tuned so that the two lowest conduction states are 0.2 eV apart, and the reference is placed 0.1 eV below the first of them.

The band gap comes out as 2.10 eV, so the valence edge is 2.00 eV from the reference, well outside $d_2$. The spectrum is 300.04 eV wide, and the reference lies 13.02 eV above its bottom and 287.03 eV below its top. Thus $D=287.03$ eV, and the formula predicts

$$\xi_F=\frac{0.08}{(287.03)^2}=9.71\times10^{-7}.$$

Diagonalizing the explicitly squared matrix gives $9.710\times10^{-7}$. This is 9% above the headline value, because the valence band keeps the reference away from the end of the spectrum: $(300/287)^2=1.09$.

For the step counts the direct problem needs a fair definition, since its target is not the lowest state of $H$. Here the 62 valence states were taken as known and raised by 200 eV, which leaves them inside the range and makes the target lowest. Chebyshev iteration was then run from a vector with equal amplitude in every eigenstate, until the norm of the unwanted part relative to the target had fallen by $10^{-4}$:

- Direct: $g=6.98\times10^{-4}$, 187 steps predicted, 181 counted.
- Folded: $g=9.71\times10^{-7}$, 5025 steps predicted, 4839 counted.

The counted ratio is 26.7, or 53.5 in applications of $H$.

Both counts are slightly low, and the reason can be estimated. The prediction gives every unwanted state the largest value $|T_m|=1$. Inside the interval $T_m=\cos(m\phi)$ with $\cos\phi=x$, and if the phases $m\phi$ of the many states are well spread, the root-mean-square value is $1/\sqrt2$. The logarithm then drops from $\ln(2\times10^4)=9.90$ by $\ln\sqrt2=0.35$, or 3.5%. This turns 187 into 181 and 5025 into 4849, close to both counts.

## How the effect scales

In terms of the original quantities, the number of folded Chebyshev steps is

$$m_F\approx\frac{\ln(2/\varepsilon)}{2}\,\frac{D}{\sqrt{d_2^2-d_1^2}} .$$

**Basis cutoff.** The top of the spectrum follows the kinetic-energy cutoff. Doubling $D$ at fixed low-lying levels doubles $m_F$, whereas the direct count grows only as $\sqrt W$, by 1.4. Without preconditioning, a harder pseudopotential that needs a higher cutoff therefore penalizes the folded solver more.

**Position of the reference near the target.** Let $\Delta=d_2-d_1$ be the fixed level spacing. The folded gap is

$$d_2^2-d_1^2=\Delta(2d_1+\Delta).$$

Putting the reference right on the target, $d_1\to0$, leaves $\Delta^2=0.04$ eV², half the value used here. The gap grows as the reference moves down into the band gap, until the valence edge becomes the nearest competitor. With band gap $G$, the valence edge is at distance $G-d_1$. It draws level with the second conduction state when $G-d_1=d_1+\Delta$, that is, at $d_1=(G-\Delta)/2$, where the folded gap is

$$\Delta(2d_1+\Delta)=\Delta G .$$

Beyond that point the gap is set by the valence edge,

$$(G-d_1)^2-d_1^2=G(G-2d_1),$$

which falls to zero at midgap. For the model, $G=2.1$ eV and $\Delta=0.2$ eV put the best reference 0.95 eV below the conduction edge. The folded gap there is 0.42 eV², about five times larger, and the steps fall by $\sqrt{0.42/0.08}=2.3$. The optimum is only $\Delta/2=0.1$ eV from midgap, where the method fails to separate the two band edges. A reference placed too low by that amount or more therefore misses the target, so the midgap energy should be known to better than 0.1 eV before this choice is made.

**Error in the reference.** Suppose the reference is misplaced by 0.05 eV, roughly the amount by which silicon's band gap shrinks between low and room temperature. Distances of 0.05 and 0.25 eV give $\xi_F=7.3\times10^{-7}$ in the model; 0.15 and 0.35 eV give $1.2\times10^{-6}$. The predicted steps change by $+15\%$ and $-11\%$.

## What preconditioning recovers

Most of the range $D^2$ comes from states of high kinetic energy $T$, for which $F\approx(T-E_{\rm ref})^2$. This part is diagonal in the basis and can be divided out. Take

$$P=\frac{1}{(T-E_{\rm ref})^2+K^2},\qquad K=12\ \text{eV},$$

and iterate with $P^{1/2}(F-\lambda_1)P^{1/2}$. Since $F-\lambda_1$ gives zero on the wanted state $\psi$, the lowest vector of this operator is $P^{-1/2}\psi$, and multiplying it by $P^{1/2}$ recovers $\psi$. At high kinetic energy the operator is close to one instead of $D^2$. The two conduction states consist mainly of waves with $T$ near 12 eV, about 1 eV from the reference, where $P\approx1/(1+144)=6.9\times10^{-3}\ \text{eV}^{-2}$. The gap ratio should then be about $0.08\times6.9\times10^{-3}=5.5\times10^{-4}$.

The computed value is $5.4\times10^{-4}$, and the iteration takes 205 steps, counted on the vector before the final multiplication by $P^{1/2}$. That is 23.6 times fewer than without $P$. Two reservations apply. The operator contains $\lambda_1$, which a solver must estimate and refine; with an inexact value the recovered vector is not exactly the wanted state. Also, the direct problem was not preconditioned, so 205 against 181 does not show that folding has become free. It shows that the small number $9\times10^{-7}$ measures the bare folded operator, and that a preconditioner can remove most of its effect on the step count.

## Beside a real nanocrystal

The model's energies are in the rough regime of a silicon nanocrystal a few nanometres across: a valence band about 12 eV wide and a gap near 2 eV, enlarged by confinement. Its lengths are not. The cell of 0.177 nm is far shorter than silicon's cubic cell of about 0.54 nm, and a real crystal as long as the model's 11 nm box would have a gap much closer to the bulk value of about 1.1 eV.

Silicon also breaks the assumption that the next state is 0.2 eV away. Its conduction band has six equivalent valleys, which confinement combines into groups of closely spaced levels. For a partner $\delta=5$ meV above the target, a rough size, the folded gap is

$$\delta(2d_1+\delta)=0.005\times0.205=1.0\times10^{-3}\ \text{eV}^2,$$

and the relative separation falls to $1.2\times10^{-8}$. The predicted number of steps needed to separate the partners rises by a further factor of 8.8.

That factor can be avoided by iterating on a block of vectors that spans the whole group. The unwanted interval then begins at the first state outside the block. With the next level still at 0.3 eV, the gap from the partner at 0.105 eV is $0.090-0.011=0.079$ eV², nearly the original value. Once the states outside the block have been damped so far that their remaining contribution to the matrix of $H$ is well below $\delta$, diagonalizing $H$ within the block separates the partners. This condition is stricter than the reduction used so far, because the remaining states carry energies up to 300 eV against $\delta=5$ meV. For two copies of the model shifted by $\delta$ and random starting vectors, about 5000 steps typically still leave a few percent of the partner mixed in, and 6000 to 7000 steps are needed for a clean separation, a factor of 1.2 to 1.4 instead of 8.8.

## Rounding, and when folding pays

Squaring also enlarges rounding errors. In double precision, with relative spacing $2.2\times10^{-16}$, an eigenvalue of $F$ is uncertain by roughly $2.2\times10^{-16}D^2$. Since $\lambda=d^2$ implies $\delta\lambda=2d\,\delta d$, an energy read from the folded eigenvalue has an error of order

$$\frac{2.2\times10^{-16}D^2}{2d_1}\approx9\times10^{-11}\ \text{eV}.$$

The model's actual error is rounding noise that changes with the order of the arithmetic; it ranges from below $10^{-12}$ to about $2\times10^{-11}$ eV. At this precision the difficulty is slow convergence, not lost digits.

Whether the slower convergence is worth accepting depends on how many states lie below the target. In the model one folded Chebyshev solve without preconditioning costs as many applications of $H$ as 53.5 direct Chebyshev solves. If each lower state cost about as much as the direct target, and orthogonalization were free, the break-even point would be near 53 lower states; the model has 62. This is a rough count, and it can err in either direction. Near the bottom of the model's band the levels lie much closer together, so solving for those states one at a time costs more than assumed. The lower states need not be separated from one another, however; only the space they span is required. A block of 62 vectors has to be cleared only of the conduction states, which begin 2.10 eV above the valence edge. Then $g=2.10/286.9=7.3\times10^{-3}$ and the prediction is about 58 steps per vector, or $62\times58+181\approx3800$ applications of $H$ including the target, against $2\times4839=9678$ for folding. With a block, and orthogonalization still taken as free, the direct route is the cheaper one in the model, and the break-even point moves to roughly 150 lower states. Silicon has four valence electrons per atom and hence two occupied orbitals per atom, so a nanocrystal of a thousand atoms has about two thousand states below its gap. There, by either count, folding is favoured when only a few band-edge states are wanted, even at a relative separation near $10^{-6}$.

## Table of computed values

```
Distances from reference: 0.1 and 0.3 eV
Spectral range W: 300 eV
Direct gap: 0.20 eV
Folded gap: 0.080 eV^2
Folded range W^2: 90000 eV^2
Direct relative separation: 6.67e-04
Folded relative separation: 8.89e-07
Loss factor (d1+d2)/W: 1.33e-03
Direct separation, opposite sides: 1.33e-03
Folded separation, central reference: 3.56e-06
Predicted step ratio sqrt(W/(d1+d2)): 27.4
Model cells: 62, basis functions: 310
Model kinetic energy at band edge: 12.0 eV
Model cell length: 0.1770 nm
Model box length: 10.98 nm
Model potential strength: 1.0129 eV
Model band gap: 2.100 eV
Model spectral width: 300.04 eV
Reference above spectrum bottom: 13.02 eV
Reference below spectrum top: 287.03 eV
Reference above valence edge: 2.000 eV
Model direct relative separation: 6.666e-04
Model folded relative separation: 9.710e-07
Model folded / headline folded: 1.092
Amplitude reduction asked for: 1e-04
Gap ratio g, direct: 6.975e-04
Steps, direct: counted 181, predicted 187
Gap ratio g, folded: 9.710e-07
Steps, folded: counted 4839, predicted 5025
Gap ratio g, preconditioned: 5.445e-04
Steps, preconditioned: counted 205, predicted 212
Counted step ratio folded/direct: 26.7
Ratio in applications of H: 53.5
Step reduction by preconditioning: 23.6
Reference misplacement: 0.05 eV
Folded separation, reference closer: 7.29e-07
Folded separation, reference farther: 1.21e-06
Folded gap, reference midway, below 1e-8 eV^2: True
Valley partner splitting: 5 meV
Folded separation with valley partner: 1.24e-08
Predicted slowdown by valley partner: 8.8
Rounding estimate for energy: 9e-11 eV
Actual energy error after folding: 2e-11 eV
```
